\section*{Entangled perpendicular polarizations in the two-photon decay of parapositronium}

\section{Two analyzers that never both pass}

Parapositronium, the spin-zero ground state of an electron and a positron, decays at rest into two photons that fly apart back to back. Put an ideal linear analyzer in the path of each photon and turn both to $20^\circ$, measured from a common axis. Each photon passes its analyzer with probability $0.5$. If the photons were independent, both would pass in a fraction $0.5\times0.5=0.25$ of the decays. The calculated fraction is $0$.

Three pictures of the photon pair suggest themselves. In the first, the photons separate without further contact, so their polarizations are independent. In the second, the decay is symmetric between the two directions of flight, so the electric fields should match and the polarizations should be parallel. Angular momentum seems to support this: the initial state has no preferred direction, and the scalar product of two polarization vectors has none either. The third picture accepts that the polarizations are perpendicular and gives every pair two definite perpendicular directions, chosen at random from one decay to the next. It explains why each photon alone looks unpolarized, but for two analyzers at $20^\circ$ it predicts a joint fraction of $0.125$, as shown below.

All three pictures fail. The decay amplitude decides the matter.

\section{The amplitude to be evaluated}

Let photon 1 have wave vector $\mathbf k$ and photon 2 wave vector $-\mathbf k$, with $\mathbf n=\mathbf k/|\mathbf k|$. The binding energy is neglected, and electron and positron are taken at rest. Energy conservation then reads
\begin{equation}
2mc^2=2\hbar c|\mathbf k|,\qquad \hbar|\mathbf k|=mc .
\end{equation}
Each photon has energy $mc^2=511\ \mathrm{keV}$. Taking the particles at rest is a leading-order approximation: typical momenta in the atom are of order $\alpha mc$, with $\alpha\approx1/137$ the fine-structure constant, while the annihilation amplitude changes appreciably only over momenta of order $mc$. The atomic wave function then enters as a common factor, which does not affect the polarizations.

The polarization vectors $\mathbf e_1,\mathbf e_2$ are unit vectors perpendicular to $\mathbf n$, with no time component. An emitted photon contributes the complex conjugate of its vector, so write $\mathbf a_i=\mathbf e_i^*$. For linear polarization the conjugation has no effect.

In lowest order the electron emits one photon, propagates, and annihilates with the positron while emitting the other. The starting point is the standard rule for this process: a factor $\gamma^\mu a_\mu=-\boldsymbol\gamma\cdot\mathbf a$ for each emission, and between the emissions the propagator
\begin{equation}
\frac{\gamma^\mu q_\mu+mc}{q^2-m^2c^2},\qquad
\gamma^\mu q_\mu=\gamma^0q^0-\boldsymbol\gamma\cdot\mathbf q ,
\end{equation}
where $q$ is the four-momentum of the intermediate electron. Photons are bosons, so the two orders of emission are added. Charges and normalization factors common to both orders are dropped.

The electron starts with four-momentum $(mc,\mathbf 0)$. If photon 1, with four-momentum $(mc,mc\,\mathbf n)$, is emitted first, then $q=(0,-mc\,\mathbf n)$ and $\gamma^\mu q_\mu=+mc\,\boldsymbol\gamma\cdot\mathbf n$. If photon 2 is emitted first, the sign of $\mathbf n$ is reversed. In both cases
\begin{equation}
q^2-m^2c^2=-m^2c^2-m^2c^2=-2m^2c^2 .
\end{equation}
The two minus signs from the emission factors cancel. Multiplying the amplitude by $mc$ to make it dimensionless gives
\begin{align}
T&=-\tfrac12\,\bar v\,M\,u,\label{eq:T}\\
M&=(\boldsymbol\gamma\cdot\mathbf a_2)(\boldsymbol\gamma\cdot\mathbf n+1)(\boldsymbol\gamma\cdot\mathbf a_1)
+(\boldsymbol\gamma\cdot\mathbf a_1)(-\boldsymbol\gamma\cdot\mathbf n+1)(\boldsymbol\gamma\cdot\mathbf a_2).\nonumber
\end{align}
Here $u$ is the electron spinor, $v$ the positron spinor and $\bar v=v^\dagger\gamma^0$.

\section{Why the parallel term drops out}

Use the representation
\begin{equation}
\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
\boldsymbol\gamma\cdot\mathbf a=\begin{pmatrix}0&\boldsymbol\sigma\cdot\mathbf a\\-\boldsymbol\sigma\cdot\mathbf a&0\end{pmatrix},
\end{equation}
in which each entry is a $2\times2$ block. At rest the electron spinor has only upper components and the positron spinor only lower ones:
\begin{equation}
u=\begin{pmatrix}\chi\\0\end{pmatrix},\qquad
v=\begin{pmatrix}0\\\eta\end{pmatrix},\qquad
\bar v=(0,\,-\eta^\dagger).
\end{equation}

The terms of $M$ that come from the $1$ in the brackets are
\begin{equation}
(\boldsymbol\gamma\cdot\mathbf a_2)(\boldsymbol\gamma\cdot\mathbf a_1)
+(\boldsymbol\gamma\cdot\mathbf a_1)(\boldsymbol\gamma\cdot\mathbf a_2)
=-2\,\mathbf a_1\cdot\mathbf a_2 ,
\end{equation}
because $\boldsymbol\gamma\cdot\mathbf a$ and $\boldsymbol\gamma\cdot\mathbf b$ anticommute to $-2\,\mathbf a\cdot\mathbf b$. This is the term that the parallel picture needs. It multiplies $\bar vu$, and
\begin{equation}
\bar v u=(0,-\eta^\dagger)\begin{pmatrix}\chi\\0\end{pmatrix}=0 .
\end{equation}
The term is present in the operator but has no matrix element between these spinors.

The remaining terms contain three gamma matrices. Multiplying the blocks gives
\begin{equation}
(\boldsymbol\gamma\cdot\mathbf a)(\boldsymbol\gamma\cdot\mathbf b)(\boldsymbol\gamma\cdot\mathbf c)
=\begin{pmatrix}0&-S\\S&0\end{pmatrix},\qquad
S=(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)(\boldsymbol\sigma\cdot\mathbf c).
\end{equation}
To reduce $S$, apply $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ twice:
\begin{align}
S&=(\mathbf a\cdot\mathbf b)\,\boldsymbol\sigma\cdot\mathbf c
+i(\mathbf a\times\mathbf b)\cdot\mathbf c
-\boldsymbol\sigma\cdot[(\mathbf a\times\mathbf b)\times\mathbf c]\nonumber\\
&=\boldsymbol\sigma\cdot[\mathbf c(\mathbf a\cdot\mathbf b)-\mathbf b(\mathbf a\cdot\mathbf c)+\mathbf a(\mathbf b\cdot\mathbf c)]
+i(\mathbf a\times\mathbf b)\cdot\mathbf c .
\end{align}
The second line uses $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$.

For the first ordering, $\mathbf a=\mathbf a_2$, $\mathbf b=\mathbf n$ and $\mathbf c=\mathbf a_1$. Since $\mathbf n\cdot\mathbf a_i=0$, and since a triple product is unchanged by cyclic permutation,
\begin{equation}
S_1=-(\boldsymbol\sigma\cdot\mathbf n)(\mathbf a_1\cdot\mathbf a_2)+i\,\mathbf n\cdot(\mathbf a_1\times\mathbf a_2).
\end{equation}
Exchanging $\mathbf a_1$ and $\mathbf a_2$ reverses only the triple product:
\begin{equation}
S_2=-(\boldsymbol\sigma\cdot\mathbf n)(\mathbf a_1\cdot\mathbf a_2)-i\,\mathbf n\cdot(\mathbf a_1\times\mathbf a_2).
\end{equation}
The second ordering enters $M$ with $-\boldsymbol\gamma\cdot\mathbf n$, so the combination needed is
\begin{equation}
S_1-S_2=2i\,\mathbf n\cdot(\mathbf a_1\times\mathbf a_2).
\end{equation}
The second scalar-product term has cancelled as well. Inserting the result in \eqref{eq:T}, with the minus sign from $\bar v$, gives
\begin{equation}
T=-\tfrac12\left[-\eta^\dagger(S_1-S_2)\chi\right]
=i\,\mathbf n\cdot(\mathbf a_1\times\mathbf a_2)\,\eta^\dagger\chi .\label{eq:spin}
\end{equation}

\section{The spin state}

The positron spinor is obtained from an electron spinor by charge conjugation, $v=i\gamma^2u^*$. For a positron with spin state $\chi_p$ this gives $\eta=-i\sigma_2\chi_p^*$, so that
\begin{equation}
\eta(\uparrow)=\begin{pmatrix}0\\1\end{pmatrix},\qquad
\eta(\downarrow)=\begin{pmatrix}-1\\0\end{pmatrix}.
\end{equation}
With the electron spin written first, $\eta^\dagger\chi$ equals $-1$ for $\uparrow\downarrow$, $+1$ for $\downarrow\uparrow$, and $0$ for $\uparrow\uparrow$ and $\downarrow\downarrow$. The singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ therefore gives $(-1-1)/\sqrt2=-\sqrt2$, and
\begin{equation}
T=-i\sqrt2\;\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*).\label{eq:main}
\end{equation}
For polarizations along $x$ and $y$, $|T|=1.414$. For two polarizations along $x$, $T=0$.

The triplet $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ gives $(-1+1)/\sqrt2=0$, and the other two triplet states give zero separately. Here both orderings are needed. Take $\mathbf n$ along $z$ and both polarizations along $x$. The first ordering alone has $S_1=-\sigma_z$ and contributes $\tfrac12\eta^\dagger S_1\chi$. Both parts of this triplet have $\eta^\dagger\sigma_z\chi=-1$, so the contribution is $\tfrac12\cdot2/\sqrt2=0.707$. The second ordering contributes the opposite amount. Keeping one ordering would thus produce a spurious two-photon decay of the triplet with parallel polarizations.

\section{What parity adds to angular momentum}

The argument from angular momentum was incomplete rather than wrong. Both $\mathbf a_1\cdot\mathbf a_2$ and $\mathbf n\cdot(\mathbf a_1\times\mathbf a_2)$ are unchanged by rotations, so a spin-zero state could in principle use either. They differ under inversion, which reverses $\mathbf n$, $\mathbf a_1$ and $\mathbf a_2$ together: the scalar product keeps its sign and the triple product changes it.

The Dirac spinors determine which behaviour applies. Because $\gamma^0\boldsymbol\gamma\gamma^0=-\boldsymbol\gamma$, placing $\gamma^0$ on both sides of $M$ reverses all three vectors. At rest, $\gamma^0u=u$ but $\bar v\gamma^0=-\bar v$. Since $(\gamma^0)^2=1$,
\begin{equation}
\bar vM(\mathbf n,\mathbf a_1,\mathbf a_2)u
=(\bar v\gamma^0)(\gamma^0M\gamma^0)(\gamma^0u)
=-\bar vM(-\mathbf n,-\mathbf a_1,-\mathbf a_2)u .
\end{equation}
The amplitude must change sign under inversion, and this excludes $\mathbf a_1\cdot\mathbf a_2$. The minus sign is the opposite intrinsic parity of electron and positron. A spin-zero state of even parity would select the scalar product, and its photons would indeed show parallel linear polarizations.

The triple product also respects the Bose symmetry of photons. Exchanging the photons exchanges their polarizations and their directions of flight, and
\begin{equation}
(-\mathbf n)\cdot(\mathbf a_2\times\mathbf a_1)=\mathbf n\cdot(\mathbf a_1\times\mathbf a_2).
\end{equation}
The polarization part is antisymmetric, but the complete amplitude is symmetric.

\section{From the amplitude to the analyzers}

Let $z$ point along $\mathbf n$ and use the same $x$ and $y$ axes for both photons. Equation \eqref{eq:main} gives $T_{xy}=-i\sqrt2$, $T_{yx}=+i\sqrt2$ and $T_{xx}=T_{yy}=0$. The squared magnitudes add up to $4$, so normalization means division by $2$. Without the common phase $-i$, the polarization state is
\begin{equation}
|\Psi\rangle=\frac{|x\rangle|y\rangle-|y\rangle|x\rangle}{\sqrt2},
\end{equation}
where the first factor belongs to photon 1.

For analyzers at angles $\phi_1$ and $\phi_2$, $\mathbf e_i=(\cos\phi_i,\sin\phi_i,0)$ and
\begin{equation}
\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)
=\cos\phi_1\sin\phi_2-\sin\phi_1\cos\phi_2=\sin(\phi_2-\phi_1).
\end{equation}
The probability that both photons pass is $|T|^2/4$, or
\begin{equation}
P(\phi_1,\phi_2)=\tfrac12\sin^2(\phi_1-\phi_2).\label{eq:P}
\end{equation}
Only the difference of the angles appears, so no axis is preferred. To find the probability that photon 1 passes, whatever photon 2 does, add the two outcomes for photon 2:
\begin{equation}
P(\phi_1,\phi_2)+P(\phi_1,\phi_2+90^\circ)
=\tfrac12(\sin^2+\cos^2)=\tfrac12 ,
\end{equation}
with both functions taken at $\phi_1-\phi_2$. Photon 1 shows no preferred linear polarization, and the same holds for photon 2.

The third picture must be calculated separately. Let photon 1 be polarized along $\theta$ and photon 2 along $\theta+90^\circ$, with $\theta$ random. The passing probabilities are $\cos^2(\phi_1-\theta)$ and $\sin^2(\phi_2-\theta)$, and their product averages to
\begin{align}
P_{\rm mix}
&=\tfrac14\left\langle[1+\cos2(\phi_1-\theta)][1-\cos2(\phi_2-\theta)]\right\rangle_\theta\nonumber\\
&=\tfrac14\left[1-\tfrac12\cos2(\phi_1-\phi_2)\right].\label{eq:mix}
\end{align}
The single cosines average to zero. The product of cosines is half the sum of $\cos2(\phi_1-\phi_2)$ and a term that still depends on $\theta$ and averages to zero.

For the parallel picture, take the state $(|x\rangle|x\rangle+|y\rangle|y\rangle)/\sqrt2$, which corresponds to the scalar product. It gives $\tfrac12\cos^2(\phi_1-\phi_2)$. With analyzer 1 at $20^\circ$ the joint probabilities are as follows.

\begin{center}
\begin{tabular}{ccccc}
$\phi_2$ & positronium & independent & parallel & mixture\\
$20^\circ$ & 0.0000 & 0.2500 & 0.5000 & 0.1250\\
$50^\circ$ & 0.1250 & 0.2500 & 0.3750 & 0.1875\\
$65^\circ$ & 0.2500 & 0.2500 & 0.2500 & 0.2500\\
$110^\circ$ & 0.5000 & 0.2500 & 0.0000 & 0.3750
\end{tabular}
\end{center}

At $50^\circ$, for example, the difference is $30^\circ$. Positronium gives $\tfrac12\times0.25=0.125$, and the mixture gives $\tfrac14(1-\tfrac12\times0.5)=0.1875$. At $65^\circ$ the difference is $45^\circ$, where $\cos2(\phi_1-\phi_2)=0$, and all four descriptions agree. A measurement at that setting cannot tell them apart. Parallel analyzers do separate them: the joint fractions are then $0$, $0.25$, $0.5$ and $0.125$, in the order of the table. In the mixture, a pair polarized at $45^\circ$ and $135^\circ$ to the analyzers can pass both. In the state $|\Psi\rangle$ this outcome has zero amplitude at every common angle.

\section{Why separate polarizations cannot be restored}

One might hope that a cleverer distribution of definite polarizations would reproduce \eqref{eq:P}. A bound rules this out, provided each photon passes its analyzer with the usual quantum probability for its polarization. Assign $+1$ to a photon that passes and $-1$ to one found perpendicular to the analyzer axis, and let $E(\phi_1,\phi_2)$ be the mean product of the two results. For positronium, equal results have total probability $\sin^2(\phi_1-\phi_2)$ and unequal results $\cos^2(\phi_1-\phi_2)$. Hence
\begin{equation}
E=\sin^2(\phi_1-\phi_2)-\cos^2(\phi_1-\phi_2)=-\cos2(\phi_1-\phi_2).
\end{equation}

Now suppose that each photon has its own polarization, with components $(a,b)$ and $|a|^2+|b|^2=1$. Elliptical polarization is included. The mean result for one photon is
\begin{align}
s(\phi)&=|a\cos\phi+b\sin\phi|^2-|-a\sin\phi+b\cos\phi|^2\nonumber\\
&=(|a|^2-|b|^2)\cos2\phi+2\,\mathrm{Re}(a^*b)\sin2\phi .
\end{align}
Therefore
\begin{equation}
s(0^\circ)^2+s(45^\circ)^2\le(|a|^2-|b|^2)^2+4|a|^2|b|^2=1 .
\end{equation}
For such a pair $E(\phi_1,\phi_2)=s_1(\phi_1)s_2(\phi_2)$, and the Cauchy--Schwarz inequality gives
\begin{equation}
|E(0^\circ,0^\circ)+E(45^\circ,45^\circ)|\le1 .
\end{equation}
Averaging over any distribution of such pairs cannot raise the bound, because the magnitude of an average does not exceed the average magnitude.

Positronium gives $|-1-1|=2$. The random perpendicular mixture has $E=-\tfrac12\cos2(\phi_1-\phi_2)$, by \eqref{eq:mix} applied to all four outcomes, and gives $1$. No assignment of separate quantum polarizations to the two photons, random or not, reproduces the decay. This is what it means to call the state entangled. The bound is not a Bell inequality, because it relies on the quantum passing probability. If a photon with a definite direction were instead assumed to pass whenever that direction lies within $45^\circ$ of the axis, random perpendicular pairs would also give $2$. That model fails at other settings: for an angle difference of $22.5^\circ$ it gives $E=-0.5$ instead of $-0.707$.

\section{Where ``perpendicular'' applies}

The word describes linear analyzers. For circular polarization, helicity is defined relative to each photon's own direction of flight. Positive helicity is $\mathbf e_1=(1,i,0)/\sqrt2$ for photon 1 and $\mathbf e_2=(1,-i,0)/\sqrt2$ for photon 2. With the conjugates required by \eqref{eq:main},
\begin{equation}
\mathbf n\cdot(\mathbf e_1^*\times\mathbf e_2^*)
=\tfrac12[(1)(i)-(-i)(1)]=i .
\end{equation}
The probability is $|T|^2/4=\tfrac12|i|^2=0.5$. Two negative helicities also give $0.5$. For opposite helicities, replacing $\mathbf e_2$ by $(1,i,0)/\sqrt2$ gives $\tfrac12[(1)(-i)-(-i)(1)]=0$. Equal helicities along opposite directions carry zero total angular momentum along $\mathbf n$, as a spin-zero atom requires. The same state thus shows perpendicular linear polarizations and equal helicities.

The derivation took the particles at rest. To see what relative motion does, the lowest-order amplitude can be evaluated with free spinors for momenta $\pm\mathbf p$, normalized to $\bar uu=1$, with the spins in the singlet, and averaged numerically over all directions of $\mathbf p$. At $|\mathbf p|=0.5\,mc$, far above the typical atomic value, the magnitude of the averaged amplitude for polarizations along $x$ and $y$ is $1.361$ instead of $1.414$. For two polarizations along $x$ the averaged amplitude remains zero to the four decimals computed. In this model the motion changes the strength of the decay but not the polarization pattern.

The pattern can be lost after the decay. If a photon scatters before it reaches its analyzer, its polarization can change, and \eqref{eq:P} need not hold for the detected pair. The result also presupposes ideal analyzers: one that sometimes passes the wrong polarization will record joint events even at equal angles. At $511\ \mathrm{keV}$ the ideal analyzer is a thought device. In practice the polarization is read from the azimuth of Compton scattering, whose analyzing power by the Klein--Nishina formula is at most $0.69$, reached near a scattering angle of $82^\circ$. Coincidences with perpendicular scattering planes then exceed those with parallel planes by a factor of about $2.8$, and the zero at equal angles is not seen directly.
